# The n=2 level in first-order direct perturbation theory

One electron moves in the field of a fixed point nucleus of charge \(Z\). In Hartree atomic units

\[
V(r)=-\frac{Z}{r},
\]

and \(c\) is the speed of light, about 137. Energies are counted without the rest energy \(c^2\). The model is the Dirac equation in this potential. Nuclear size, nuclear motion and radiative corrections are left out.

Nonrelativistically the \(n=2\) level lies at \(E_0=-Z^2/8\). With \(\rho=Zr\), the normalized radial functions \(P_0=rR\) are

\[
P_{2s}=\sqrt{\frac Z2}\,\rho\left(1-\frac{\rho}{2}\right)e^{-\rho/2},
\qquad
P_{2p}=\frac{\sqrt Z}{2\sqrt6}\,\rho^2e^{-\rho/2}.
\]

The question asks for the leading relativistic shifts of 2s1/2, 2p1/2 and 2p3/2. No delta function may be used.

## Part (a): the nonrelativistic limit

**Question.** Let \(\varphi\) be the upper two-component part of the Dirac spinor, and write the lower part as \(\chi/c\). Find the equations for \(\varphi\) and \(\chi\), and their limit for \(c\to\infty\).

**Answer.** The Dirac equation, with the rest energy removed, is

\[
(V-E)\varphi+c\,\sigma\!\cdot\!p\,\frac{\chi}{c}=0,
\qquad
c\,\sigma\!\cdot\!p\,\varphi+(V-E-2c^2)\frac{\chi}{c}=0 .
\]

In the first equation the factors of \(c\) cancel. Dividing the second by \(c\) gives

\[
(V-E)\varphi+\sigma\!\cdot\!p\,\chi=0,
\qquad
\sigma\!\cdot\!p\,\varphi-2\chi+\frac{1}{c^2}(V-E)\chi=0. \tag{1}
\]

The speed of light now appears in one term. Dropping that term leaves

\[
\chi_0=\tfrac12\,\sigma\!\cdot\!p\,\varphi_0,
\qquad
(V-E_0)\varphi_0+\sigma\!\cdot\!p\,\chi_0=0. \tag{2}
\]

Since \((\sigma\cdot p)^2=p^2\), inserting the first relation into the second gives the Schrödinger equation \((p^2/2+V)\varphi_0=E_0\varphi_0\). The scaled lower component \(\chi_0\) stays finite in the limit, although the true lower component \(\chi_0/c\) vanishes. Direct perturbation theory expands about this limit in powers of \(1/c^2\).

## Part (b): radial equations

**Question.** Reduce equations (1) to radial form, and find how the radial functions behave at the nucleus.

**Answer.** Let \(\sigma_r=\sigma\cdot r/r\), so that \(\sigma_r^2=1\). The product rule for Pauli matrices gives

\[
(\sigma\!\cdot\! r)(\sigma\!\cdot\! p)=r\!\cdot\! p+i\sigma\!\cdot\!(r\times p)
=-ir\,\partial_r+i\,\sigma\!\cdot\! L .
\]

Multiplication from the left by \(\sigma_r/r\) yields

\[
\sigma\!\cdot\! p=-i\sigma_r\left(\partial_r-\frac{\sigma\!\cdot\! L}{r}\right).
\]

The spin-angular functions \(\Omega_\kappa\) obey \(\sigma\cdot L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa\). To identify \(\kappa\), use \(\sigma\cdot L=j(j+1)-l(l+1)-\tfrac34\). This is 0 for s1/2, \(-2\) for p1/2 and 1 for p3/2, so

\[
\kappa=-1\ (2s_{1/2}),\qquad \kappa=+1\ (2p_{1/2}),\qquad \kappa=-2\ (2p_{3/2}).
\]

For \(\varphi=(P/r)\Omega_\kappa\), with \((P/r)'=P'/r-P/r^2\),

\[
\sigma\!\cdot\! p\,\frac Pr\Omega_\kappa
=-i\sigma_r\Omega_\kappa\left[\frac{P'}{r}-\frac{P}{r^2}+\frac{(1+\kappa)P}{r^2}\right]
=\frac1r\left(P'+\frac{\kappa P}{r}\right)(-i\sigma_r\Omega_\kappa).
\]

This suggests \(\chi=(Q/r)(-i\sigma_r\Omega_\kappa)\), whose angular factor is normalized because \(\sigma_r^2=1\). The operator \(\sigma_r\) is invariant under rotations of space and spin together, and it is odd under parity. It therefore keeps \(j\) and changes \(l\) to the other value allowed for that \(j\), which means \(\kappa\to-\kappa\). The same calculation then gives

\[
\sigma\!\cdot\! p\,\chi=(-i\sigma_r)(-i\sigma_r)\Omega_\kappa\,\frac1r\left(Q'-\frac{\kappa Q}{r}\right)
=-\frac1r\left(Q'-\frac{\kappa Q}{r}\right)\Omega_\kappa .
\]

Equations (1) become

\[
Q'-\frac{\kappa Q}{r}=(V-E)P,
\qquad
P'+\frac{\kappa P}{r}=\left(2+\frac{E-V}{c^2}\right)Q. \tag{3}
\]

In the limit \(c\to\infty\) the second equation is

\[
Q_0=\frac12\left(P_0'+\frac{\kappa P_0}{r}\right). \tag{4}
\]

Near the nucleus \(P_0\) starts as \(r^{l+1}\). For 2p1/2 equation (4) then gives \(Q_0\propto r\). For 2s1/2 and 2p3/2, where \(\kappa=-(l+1)\), the leading terms of \(P_0'\) and \(\kappa P_0/r\) cancel. The next term of \(P_0\) gives \(Q_0\propto r\) and \(Q_0\propto r^2\), respectively.

At finite \(c\) the behaviour differs. Insert \(P=ar^\gamma\), \(Q=br^\gamma\) into (3) and keep the terms in \(r^{\gamma-1}\):

\[
(\gamma-\kappa)b=-Za,\qquad (\gamma+\kappa)a=\frac{Z}{c^2}b .
\]

Multiplying the two equations gives \(\gamma^2-\kappa^2=-Z^2/c^2\), and the regular solution has

\[
\gamma=\sqrt{\kappa^2-Z^2/c^2}.
\]

For \(|\kappa|=1\) this requires \(Z<c\) if \(\gamma\) is to be real and positive, which is assumed from here on.

## Part (c): the first-order energy

**Question.** Derive an exact expression for \(E-E_0\) that carries an explicit factor \(1/c^2\), and from it the first-order shift. Justify the treatment of the origin and of the degeneracy.

**Answer.** Take the inner product of the first equation in (1) with \(\varphi_0\), that of the second with \(\chi_0\), and add:

\[
\langle\varphi_0|(V-E)\varphi\rangle+\langle\varphi_0|\sigma\!\cdot\! p\,\chi\rangle
+\langle\chi_0|\sigma\!\cdot\! p\,\varphi\rangle-2\langle\chi_0|\chi\rangle
+\frac1{c^2}\langle\chi_0|(V-E)\chi\rangle=0 .
\]

Now move \(\sigma\cdot p\) to the left factor in the second and third terms and use (2):

\[
\langle\varphi_0|\sigma\!\cdot\! p\,\chi\rangle=\langle\sigma\!\cdot\! p\,\varphi_0|\chi\rangle=2\langle\chi_0|\chi\rangle,
\]

\[
\langle\chi_0|\sigma\!\cdot\! p\,\varphi\rangle=\langle\sigma\!\cdot\! p\,\chi_0|\varphi\rangle=\langle\varphi_0|(E_0-V)\varphi\rangle .
\]

The move is an integration by parts, so a surface term on a small sphere of radius \(\varepsilon\) about the nucleus must be examined. The functions \(\varphi_0\) and \(\chi_0\) are bounded there, \(\varphi\) and \(\chi\) grow no faster than \(\varepsilon^{\gamma-1}\), and the area is \(4\pi\varepsilon^2\). The surface term is thus at most of order \(\varepsilon^{1+\gamma}\) and vanishes. At large distance all functions decay exponentially.

In the sum the terms \(\pm2\langle\chi_0|\chi\rangle\) cancel, and so do the terms with \(V\) between \(\varphi_0\) and \(\varphi\). What remains is

\[
E-E_0=\frac{1}{c^2}\,\frac{\langle\chi_0|(V-E)|\chi\rangle}{\langle\varphi_0|\varphi\rangle}. \tag{5}
\]

This is exact within the model, provided the overlap in the denominator is not zero.

For the leading term let \(c\to\infty\) on the right, apart from the prefactor. In the nonrelativistic limit \(\varphi\to\varphi_0\) and \(\chi\to\chi_0\) in norm, with \(\varphi_0\) normalized, and \(E\to E_0\). The singular potential does not spoil the limit, because the Cauchy–Schwarz inequality gives

\[
|\langle\chi_0|V(\chi-\chi_0)\rangle|\le\|V\chi_0\|\,\|\chi-\chi_0\|,
\qquad
\|V\chi_0\|^2=Z^2\int_0^\infty\frac{Q_0^2}{r^2}\,dr .
\]

The last integral is finite, since \(Q_0\) vanishes at least as fast as \(r\). Hence \(E=E_0+E_1/c^2+\dots\) with

\[
E_1=\langle\chi_0|V-E_0|\chi_0\rangle
=\tfrac14\langle\sigma\!\cdot\! p\,\varphi_0|V-E_0|\sigma\!\cdot\! p\,\varphi_0\rangle
=\int_0^\infty Q_0^2\,(V-E_0)\,dr. \tag{6}
\]

The \(n=2\) level is degenerate, so the correct \(\varphi_0\) must be known beforehand. The Dirac Hamiltonian conserves \(j\), its projection and parity. For given values of these there is one \(n=2\) state, and the three spinors with \(\kappa=-1,+1,-2\) are already the correct ones.

The coefficient \(E_1\) is the integral of \(V-E_0\), the negative of the local kinetic energy, weighted with the density of the scaled lower component. No normalization condition fixes this density; its integral turns out below to be \(Z^2/16\). The factor \(V-E_0\) is negative for \(r<8/Z\) and positive beyond, so the sign of the shift has to be computed.

## Part (d): the lower components

**Question.** Find \(Q_0\) for the three states.

**Answer.** With \(d/dr=Z\,d/d\rho\), equation (4) reads

\[
Q_0=\frac Z2\left(\frac{dP_0}{d\rho}+\frac{\kappa P_0}{\rho}\right).
\]

For 2s1/2 the derivative needed is

\[
\frac{d}{d\rho}\left[\left(\rho-\frac{\rho^2}{2}\right)e^{-\rho/2}\right]
=\left(1-\rho-\frac\rho2+\frac{\rho^2}{4}\right)e^{-\rho/2}.
\]

With \(\kappa=-1\) one subtracts \((1-\rho/2)e^{-\rho/2}\). The constants cancel and \(-\rho+\rho^2/4\) remains, so

\[
Q_0(2s_{1/2})=\frac{Z^{3/2}}{2\sqrt2}\left(-\rho+\frac{\rho^2}{4}\right)e^{-\rho/2}.
\]

For the 2p states the derivative of \(\rho^2e^{-\rho/2}\) is \((2\rho-\rho^2/2)e^{-\rho/2}\). The term \(\kappa P_0/\rho\) adds \(\rho\) for \(\kappa=1\) and \(-2\rho\) for \(\kappa=-2\):

\[
Q_0(2p_{1/2})=\frac{Z^{3/2}}{4\sqrt6}\left(3\rho-\frac{\rho^2}{2}\right)e^{-\rho/2},
\qquad
Q_0(2p_{3/2})=-\frac{Z^{3/2}}{8\sqrt6}\,\rho^2e^{-\rho/2}.
\]

The two 2p states share the same \(P_0\) but have different lower components. That of 2p1/2 has the angular character of an s function, that of 2p3/2 of a d function. In this formulation the spin-orbit splitting comes from that difference, and no separate spin-orbit operator is needed.

## Part (e): the shifts

**Question.** Evaluate \(E_1\) for each state and give the fine-structure splitting.

**Answer.** Define two pure numbers \(A\) and \(B\) by

\[
\int_0^\infty Q_0^2\,dr=AZ^2,\qquad \int_0^\infty\frac{Q_0^2}{r}\,dr=BZ^3 .
\]

The powers follow from \(Q_0^2\propto Z^3\), \(dr=d\rho/Z\) and \(1/r=Z/\rho\). With \(V-E_0=-Z/r+Z^2/8\), equation (6) becomes

\[
E_1=Z^4\left(-B+\frac A8\right).
\]

All integrals are of the form \(\int_0^\infty\rho^ke^{-\rho}d\rho=k!\).

For 2s1/2, \(Q_0^2=\tfrac{Z^3}{8}(\rho^2-\tfrac12\rho^3+\tfrac1{16}\rho^4)e^{-\rho}\), hence

\[
A=\frac18\left(2-3+\frac{24}{16}\right)=\frac1{16},
\qquad
B=\frac18\left(1-1+\frac{6}{16}\right)=\frac3{64}.
\]

For 2p1/2, \(Q_0^2=\tfrac{Z^3}{96}(9\rho^2-3\rho^3+\tfrac14\rho^4)e^{-\rho}\), hence

\[
A=\frac{18-18+6}{96}=\frac1{16},
\qquad
B=\frac{9-6+\tfrac32}{96}=\frac3{64}.
\]

For 2p3/2, \(Q_0^2=\tfrac{Z^3}{384}\rho^4e^{-\rho}\), hence

\[
A=\frac{24}{384}=\frac1{16},\qquad B=\frac{6}{384}=\frac1{64}.
\]

The common value of \(A\) has a simple origin. From (2), \(\langle\chi_0|\chi_0\rangle=\tfrac14\langle p^2\rangle\), which is half the mean kinetic energy. By the virial theorem the latter is \(-E_0=Z^2/8\) for every \(n=2\) state.

The first-order shifts \(E_1/c^2\) are therefore

\[
2s_{1/2},\ 2p_{1/2}:\quad
\frac{Z^4}{c^2}\left(-\frac{6}{128}+\frac1{128}\right)=-\frac{5Z^4}{128c^2},
\]

\[
2p_{3/2}:\quad
\frac{Z^4}{c^2}\left(-\frac{2}{128}+\frac1{128}\right)=-\frac{Z^4}{128c^2}.
\]

All three levels move down. The 2p3/2 level moves least, because \(A\) is the same for all three states and its attraction integral \(B\) is the smallest. The 2s1/2 and 2p1/2 levels stay together although their lower-component densities differ: apart from the origin, one vanishes at \(\rho=4\) and the other at \(\rho=6\). What agrees is the pair of moments \(A\) and \(B\). This degeneracy belongs to the model: in a real one-electron ion the radiative corrections and the nuclear size, both left out here, separate the two levels. To first order the splitting is

\[
E(2p_{3/2})-E(2p_{1/2})=\frac{(5-1)Z^4}{128c^2}=\frac{Z^4}{32c^2}.
\]

## Part (f): where a delta function would have entered

**Question.** Other treatments of the 2s shift contain a contact term at the nucleus. Show, by ordinary integration by parts, what takes its place here.

**Answer.** For an s state \(\kappa=-1\), and (4) gives \(Q_0=\tfrac12(P_0'-P_0/r)=\tfrac12rR'\). The potential part of (6) is

\[
\frac14\int_0^\infty Vr^2R'^2\,dr=-\frac Z4\int_0^\infty rR'R'\,dr .
\]

This integral is regular as it stands. Suppose one nevertheless shifts a derivative:

\[
-\frac Z4\int_0^\infty rR'R'\,dr=-\frac Z4\Big[rR'R\Big]_0^\infty+\frac Z4\int_0^\infty R\,(rR')'\,dr .
\]

The bracket vanishes at both ends. The radial Schrödinger equation \(R''+2R'/r=-2(E_0-V)R\) gives

\[
(rR')'=R'+rR''=-R'-2r(E_0-V)R .
\]

The term \(-RR'\) is a total derivative, and \(-\int_0^\infty RR'\,dr=\tfrac12R(0)^2\). In the other term \(-Zr=Vr^2\). Together,

\[
\frac14\int_0^\infty Vr^2R'^2\,dr=\frac{Z}{8}R(0)^2+\frac12\langle V(E_0-V)\rangle ,
\]

where the average is over the 2s orbital. The remaining part of (6) is \(-E_0\langle\chi_0|\chi_0\rangle=-\tfrac14E_0\langle p^2\rangle=-\tfrac12E_0\langle E_0-V\rangle\). Adding it gives

\[
E_1=-\frac12\langle(E_0-V)^2\rangle+\frac Z8R(0)^2 .
\]

The endpoint value \(R(0)^2\) is what a delta function in the operator would represent. To see its size, use \(R^2r^2dr=\tfrac12\rho^2(1-\rho+\rho^2/4)e^{-\rho}d\rho\), from which

\[
\left\langle\frac1\rho\right\rangle=\frac12\left(1-2+\frac64\right)=\frac14,
\qquad
\left\langle\frac1{\rho^2}\right\rangle=\frac12\left(1-1+\frac24\right)=\frac14 .
\]

Since \(E_0-V=Z^2(1/\rho-1/8)\),

\[
\langle(E_0-V)^2\rangle=Z^4\left(\frac14-\frac1{16}+\frac1{64}\right)=\frac{13Z^4}{64}.
\]

With \(R(0)^2=Z^3/2\) the sum is

\[
E_1=Z^4\left(-\frac{13}{128}+\frac{8}{128}\right)=-\frac{5Z^4}{128},
\]

as in part (e). Without the endpoint term the result would be 13/5 times as large as the correct shift. Equation (6) avoids the issue by leaving one derivative on each side of \(V\).

## Part (g): a numerical case

**Question.** For the model charge \(Z=20\), compute the first-order shifts and judge their accuracy against a numerical solution of equations (3).

**Answer.** Here \((Z/c)^2=0.021301\), so \(Z^4/c^2=400\times0.021301=8.520\) hartree. Then

\[
-\frac{5}{128}\times8.520=-0.3328\ \text{hartree},
\qquad
-\frac{1}{128}\times8.520=-0.0666\ \text{hartree},
\]

or \(-9.06\) eV and \(-1.81\) eV. The unperturbed energy is \(-50\) hartree. The splitting is \(8.520/32=0.2663\) hartree, or 7.25 eV.

The numerical Dirac shifts are \(-0.3366\) hartree for 2s1/2 and 2p1/2, and \(-0.0667\) hartree for 2p3/2. Relative to them, the first-order shifts are too small in magnitude by 1.1 percent and 0.3 percent. The Dirac splitting is 0.2699 hartree, so first order underestimates it by 1.3 percent of that value. Evaluating (5) with the numerical Dirac functions reproduces the Dirac shifts.

To see that the difference is a higher-order effect, \(c\) can be enlarged at fixed \(Z\). For 2s1/2 the scaled shift \((E-E_0)c^2/Z^4\) is \(-0.03951\), \(-0.03917\) and \(-0.03909\) for \(c\), \(2c\) and \(4c\), while \(-5/128=-0.03906\). The first doubling reduces the deviation from \(-5/128\) by a factor 4.04. For 2p3/2 the corresponding factor for the deviation from \(-1/128\) is 4.01. A factor near 4 is what a correction of relative order \((Z/c)^2\) requires.

The first-order formulas are thus good for \(Z\ll c\) and lose accuracy as \(Z/c\) grows. The numerical check published with this text covers the three shifts, the identity (5) and the approach to the limit.

## Numbers as computed

```
Nuclear charge Z = 20
Speed of light c = 137.035999 a.u.
(Z/c)^2 = 0.021301
Zero-order energy E0 = -50.000000 hartree
Hartree in eV = 27.211386 eV
--- 2s1/2, kappa = -1
integral of Q0^2 (a.u.): Z**2/16
integral of Q0^2/r (a.u.): 3*Z**3/64
E1 = c^2 times first-order shift (a.u.): -5*Z**4/128
E1 at Z=1 by 3D quadrature: -0.0390625000 a.u.
first-order shift: -0.332821 hartree = -9.0565 eV
numerical Dirac shift: -0.336594 hartree
shift from exact identity: -0.336594 hartree
first-order/Dirac - 1: -1.121 percent
shift*c^2/Z^4 for c, 2c, 4c: -0.0395054, -0.0391721, -0.0390898
extrapolated to infinite c: -0.0390624
remainder ratio, c to 2c: 4.041
--- 2p1/2, kappa = 1
integral of Q0^2 (a.u.): Z**2/16
integral of Q0^2/r (a.u.): 3*Z**3/64
E1 = c^2 times first-order shift (a.u.): -5*Z**4/128
E1 at Z=1 by 3D quadrature: -0.0390625000 a.u.
first-order shift: -0.332821 hartree = -9.0565 eV
numerical Dirac shift: -0.336594 hartree
shift from exact identity: -0.336594 hartree
first-order/Dirac - 1: -1.121 percent
shift*c^2/Z^4 for c, 2c, 4c: -0.0395054, -0.0391721, -0.0390898
extrapolated to infinite c: -0.0390624
remainder ratio, c to 2c: 4.041
--- 2p3/2, kappa = -2
integral of Q0^2 (a.u.): Z**2/16
integral of Q0^2/r (a.u.): Z**3/64
E1 = c^2 times first-order shift (a.u.): -Z**4/128
E1 at Z=1 by 3D quadrature: -0.0078125000 a.u.
first-order shift: -0.066564 hartree = -1.8113 eV
numerical Dirac shift: -0.066742 hartree
shift from exact identity: -0.066742 hartree
first-order/Dirac - 1: -0.266 percent
shift*c^2/Z^4 for c, 2c, 4c: -0.0078334, -0.0078177, -0.0078138
extrapolated to infinite c: -0.0078125
remainder ratio, c to 2c: 4.010
--- fine structure 2p3/2 - 2p1/2
first order: 0.266257 hartree = 7.2452 eV
numerical Dirac: 0.269852 hartree
```
